# Nabarro-Herring and Coble creep from the vacancy balance in a grain

Consider a grain of diameter \(d\) under a small uniaxial tension \(\sigma\), changing shape because atoms diffuse from its sides to its ends. Stress acts through the work \(\Omega\sigma\) done when one atomic volume \(\Omega\) is added at a loaded boundary, and this work is compared with \(kT\). For \(\Omega\sigma\ll kT\) the response is taken to be linear in \(\Omega\sigma/kT\), as the derivation below confirms. Diffusion through the lattice brings in the diffusivity \(D_L\), in m²/s, and \(d\) is the only length, so the rate must contain \(D_L/d^2\). A thin boundary of width \(\delta\ll d\) carries a current proportional to its thickness, so its diffusivity \(D_B\) enters through the product \(\delta D_B\), in m³/s, and the rate must contain \(\delta D_B/d^3\). When either path acts alone, its law is therefore fixed up to a number:

\[
\dot\varepsilon_L=\alpha\,\frac{\Omega\sigma}{kT}\frac{D_L}{d^2},\qquad
\dot\varepsilon_B=\beta\,\frac{\Omega\sigma}{kT}\frac{\delta D_B}{d^3}.
\]

These are the Nabarro-Herring and Coble laws. They cross at \(d^*=(\beta/\alpha)\,\delta D_B/D_L\). The diffusivity ratio alone cannot set a size; the boundary width supplies the length. What remains is to find \(\alpha\) and \(\beta\), and to see whether the rates add when both paths are open.

Take a spherical grain of radius \(R=d/2\) with isotropic diffusion. Its boundary creates and absorbs vacancies freely and slides without shear resistance. Spheres do not fill space, so the neighbours enter only through the requirement that the grain deform, on average, like the polycrystal. Tension is counted positive, and \(\sigma_n\) is the normal stress on the boundary.

To make a vacancy, an atom is taken from the lattice and placed at the boundary. The boundary moves outward and the traction does work \(\Omega\sigma_n\), if the relaxation of the lattice around the vacancy is neglected. With formation energy \(E_f\) and vacancy fraction \(x\), the free energy per site is

\[
g=x(E_f-\Omega\sigma_n)+kT\,[x\ln x+(1-x)\ln(1-x)].
\]

Setting \(dg/dx=0\) gives \(\ln[x/(1-x)]=-(E_f-\Omega\sigma_n)/kT\). Since \(x\ll1\),

\[
x=x_v\,e^{\Omega\sigma_n/kT}\simeq x_v\left(1+\frac{\Omega\sigma_n}{kT}\right),\qquad x_v=e^{-E_f/kT}.
\]

Boundaries in tension hold more vacancies than boundaries in compression. Vacancies flow from the former to the latter, and atoms flow the opposite way.

The number of vacancies per volume is \(x/\Omega\), so their flux is \(-(D_v/\Omega)\nabla x\), where \(D_v\) is the vacancy diffusivity. The atom flux is its negative, and multiplying by \(\Omega\) gives the volume flux of atoms, \(D_v\nabla x\). Write the interior vacancy fraction as \(x=x_v(1+\Omega\Phi/kT)\). This defines a field \(\Phi\) that equals \(\sigma_n\) at the boundary but is not the mechanical stress inside. With \(D_L=D_vx_v\), the correlation factor being set to one, the lattice delivers material to the boundary at the velocity

\[
v_L=\frac{D_L\Omega}{kT}\left.\frac{\partial\Phi}{\partial r}\right|_{R},\qquad \nabla^2\Phi=0 .
\]

The second equation is vacancy conservation in the steady state, with no sources inside the grain.

The boundary is shared by two grains, so half its width is assigned to each. By the same reasoning, the volume current per unit length in this half is \((\delta/2)(D_B\Omega/kT)\nabla_s\sigma_n\), where \(\nabla_s\) is the gradient along the surface. Material piles up where this current converges, so minus its surface divergence is a velocity. The complete balance is

\[
v=\frac{\Omega}{kT}\left[D_L\left.\frac{\partial\Phi}{\partial r}\right|_R-\frac{\delta D_B}{2}\nabla_s^2\sigma_n\right].
\]

At a maximum of \(\sigma_n\) the surface Laplacian is negative, and the second term makes the grain grow there, as it should.

The velocity cannot be arbitrary, since gaps or overlaps would open between grains. Volume-conserving extension at rate \(\dot\varepsilon\) along \(z\), with contraction at \(\dot\varepsilon/2\) along \(x\) and \(y\), moves the surface at

\[
v=R\left(\dot\varepsilon\cos^2\theta-\tfrac12\dot\varepsilon\sin^2\theta\right)=\dot\varepsilon R\,P_2,\qquad P_2=\tfrac12(3\cos^2\theta-1).
\]

Now expand the axially symmetric normal stress in Legendre polynomials, \(\sigma_n=p+\sum_{\ell\ge1}s_\ell P_\ell(\cos\theta)\). The regular harmonic continuation of each term is \(s_\ell(r/R)^\ell P_\ell\), whose radial derivative at \(R\) is \(\ell s_\ell P_\ell/R\). Because \(r^\ell P_\ell\) is harmonic and the radial part of its Laplacian is \(\ell(\ell+1)r^{\ell-2}P_\ell\), the angular part must cancel this, so \(\nabla_s^2P_\ell=-\ell(\ell+1)P_\ell/R^2\). Each term thus produces the velocity

\[
v_\ell=\frac{\Omega s_\ell}{kT}\left[\frac{\ell D_L}{R}+\frac{\ell(\ell+1)\,\delta D_B}{2R^2}\right]P_\ell .
\]

The bracket is positive for every \(\ell\ge1\), and the required velocity contains only \(P_2\). All \(s_\ell\) except \(s_2\equiv s\) must vanish. Setting \(v_2=\dot\varepsilon RP_2\) and dividing by \(R\) gives

\[
\dot\varepsilon=\frac{\Omega s}{kT}\left[\frac{2D_L}{R^2}+\frac{3\,\delta D_B}{R^3}\right].
\]

The two contributions add because the same stress pattern drives both paths.

The amplitude \(s\) follows from the applied stress. In mechanical equilibrium \(\partial_k\sigma_{ik}=0\), so \(\partial_k(\sigma_{ik}x_j)=\sigma_{ij}\). Integrating over the grain turns the left side into a surface integral of the traction \(t_i\). Free sliding makes the traction purely normal, \(t_i=\sigma_nn_i\), and \(x_j=Rn_j\) on the sphere. The mean stress is then

\[
\bar\sigma_{ij}=\frac{1}{V}\oint t_ix_j\,dS=\frac{R\,(4\pi R^2)}{4\pi R^3/3}\langle\sigma_nn_in_j\rangle=3\langle\sigma_nn_in_j\rangle,
\]

where angle brackets denote an average over directions. From \(\langle n_z^2\rangle=1/3\) and \(\langle n_z^4\rangle=1/5\),

\[
\langle P_2n_z^2\rangle=\tfrac12\left(\tfrac35-\tfrac13\right)=\tfrac{2}{15},\qquad
\langle P_2n_x^2\rangle=\tfrac12\langle P_2(1-n_z^2)\rangle=-\tfrac1{15}.
\]

Uniaxial loading therefore requires

\[
\bar\sigma_{zz}=p+\tfrac25s=\sigma,\qquad \bar\sigma_{xx}=p-\tfrac15s=0 .
\]

The second condition gives \(p=s/5\), and the first then gives \(s=5\sigma/3\) and \(p=\sigma/3\). The normal stress is \(p+s=2\sigma\) at the poles and \(p-s/2=-\sigma/2\) at the equator. Inserting \(s\), with \(1/R^2=4/d^2\) and \(1/R^3=8/d^3\), yields

\[
\boxed{\;\dot\varepsilon=\frac{40}{3}\frac{\Omega\sigma}{kT}\frac{D_L}{d^2}+40\,\frac{\Omega\sigma}{kT}\frac{\delta D_B}{d^3},\qquad d^*=\frac{3\,\delta D_B}{D_L}\;}
\]

The ratio of the Coble term to the Nabarro-Herring term is \(d^*/d\). Weighting their exponents by their shares of the rate gives the local slope

\[
\frac{d\ln\dot\varepsilon}{d\ln d}=-\frac{2+3d^*/d}{1+d^*/d}=-2-\frac{d^*}{d+d^*},
\]

which goes from \(-3\) for small grains to \(-2\) for large ones. A finite-volume solution of the coupled transport, in which the stress pattern was left free, agreed with the boxed rate within 0.07% of that rate at five sizes from \(0.01d^*\) to \(100d^*\). At \(d^*\) the lattice delivered a fraction 0.500 of the material arriving at the polar caps, where \(P_2>0\) and the surface moves outward.

The powers of \(d\) depend on perfect vacancy sources. If attachment at the boundary were the slow step, with velocity proportional to the excess of the local normal stress over its mean \(p\), as volume conservation requires, then \(\dot\varepsilon R\propto s\) and the rate would fall only as \(1/d\).

The coefficients depend on sliding and on shape. If the boundary instead carried the shear traction of a uniform stress, then \(\sigma_n=\sigma\cos^2\theta=\sigma/3+(2\sigma/3)P_2\). The amplitude \(s\) would be \(2\sigma/3\) instead of \(5\sigma/3\), and both rates would fall to \(2/5\) of their values, leaving \(d^*\) unchanged.

For shape, take a cube of edge \(a\) with freely sliding faces, its centre at the origin, pulled along the edge parallel to \(z\). The direction matters: under an oblique pull, whole layers of regularly stacked cubes could slide past one another without diffusion, so the coefficients below hold only for a pull along an edge. The lattice field

\[
\Phi=\frac{\dot\varepsilon kT}{2D_L\Omega}\left[z^2-\tfrac12(x^2+y^2)\right]
\]

is harmonic and gives face velocities \(\dot\varepsilon a/2\) at \(z=a/2\) and \(-\dot\varepsilon a/4\) at \(x=a/2\), as uniform strain requires. The bracket averages to \(a^2/4-a^2/12=a^2/6\) over the \(z\) face and to \(a^2/12-\tfrac12(a^2/4+a^2/12)=-a^2/12\) over the \(x\) face. The difference of mean face stresses is \(\sigma\), so \(\sigma=\dot\varepsilon kTa^2/(8D_L\Omega)\), and the lattice coefficient is 8 when the edge is used as the size. For boundary diffusion alone, a numerical solution extrapolated in mesh size gives a coefficient of about 12.6; refining from 12 to 24 cells per edge shifted the computed stress by 1.3%. Compared with a sphere of equal volume, the cube creeps at 0.92 of the lattice rate and 0.60 of the boundary rate. The two limiting laws then cross at about \(1.95\,\delta D_B/D_L\), measured in equal-volume sphere diameter, instead of \(3\,\delta D_B/D_L\). The factor 3 belongs to the sphere. So does exact additivity: on the cube the two paths acting alone set up different stress patterns, and with both open the rate near the crossover exceeds the sum of the two limiting laws by 2 to 3%.

As an example, take a flip-chip solder bump at 400 K under 0.30 MPa, with grains of 10 µm. The parameters are round, rough values chosen to resemble lead-rich solder; tin-rich alloys can differ widely, especially in boundary diffusion. They are \(\Omega=0.030\) nm³, \(\delta=0.50\) nm, diffusion prefactors of 1 cm²/s, and activation energies \(Q_L=1.10\) eV for the lattice and \(Q_B=0.70\) eV for the boundary. With \(kT=0.03447\) eV,

\[
D_L=e^{-1.10/0.03447}\ \text{cm}^2/\text{s}=1.38\times10^{-14}\ \text{cm}^2/\text{s},
\]

and similarly \(D_B=1.51\times10^{-9}\) cm²/s. The drive is \(\Omega\sigma/kT=1.63\times10^{-3}\). In SI units the two rates are

\[
\dot\varepsilon_L=\frac{40}{3}(1.63\times10^{-3})\frac{1.38\times10^{-18}}{(10^{-5})^2}\ \text{s}^{-1}=3.0\times10^{-10}\ \text{s}^{-1},
\]

\[
\dot\varepsilon_B=40(1.63\times10^{-3})\frac{(5.0\times10^{-10})(1.51\times10^{-13})}{(10^{-5})^3}\ \text{s}^{-1}=4.9\times10^{-9}\ \text{s}^{-1}.
\]

Their sum, \(5.2\times10^{-9}\) s⁻¹, gives 1% strain in about 22 days if stress, temperature and grain size stay fixed. The diffusivity ratio is \(1.10\times10^5\), so

\[
d^*=3(0.50\ \text{nm})(1.10\times10^5)\simeq1.6\times10^5\ \text{nm}=0.16\ \text{mm}.
\]

The 10 µm grains are well inside the Coble regime. Since \(d^*\propto\exp[(Q_L-Q_B)/kT]\) at equal prefactors, cooling enlarges the crossover size: it is 0.86 mm at 350 K and 7.9 mm at 300 K. The same exponential makes the estimate sensitive. An error of 0.05 eV in \(Q_L-Q_B\) changes \(d^*\) at 400 K by a factor \(e^{0.05/0.03447}\simeq4\).

Finite stress can be treated without linearizing the vacancy law. The harmonic field with the required surface velocity is \(x/x_v=A+B(r/R)^2P_2\), so \(\sigma_n=(kT/\Omega)\ln(A+BP_2)\), and the lattice rate is \(2D_LB/R^2\). Let \(w=\Omega\sigma/kT\). The trace of the mean stress and the difference \(\bar\sigma_{zz}-\bar\sigma_{xx}\) give the two conditions

\[
3\langle\ln(A+BP_2)\rangle=w,\qquad 3\langle P_2\ln(A+BP_2)\rangle=w .
\]

To first order \(A=1+w/3\) and \(B=5w/3\). Put \(B=(5w/3)(1+\eta)\) and expand the logarithm to second order in the second condition. With \(\langle P_2^2\rangle=1/5\) and \(\langle P_2^3\rangle=2/35\),

\[
\frac w3(1+\eta)-\frac12\left[\frac{2}{5}\,\frac w3\,\frac{5w}{3}+\frac{2}{35}\,\frac{25w^2}{9}\right]=\frac w3 .
\]

The square bracket is \(2w^2/9+10w^2/63=8w^2/21\), so \(\eta=4w/7\). Here this is 0.09% of the linear rate, in agreement with the numerical solution of the two conditions. Boundary diffusion has the same correction if its carriers obey the same exponential law.

Power-law dislocation creep is also a small addition in the 10 µm grains, but it can take over in coarser grains or at higher stress. A rough power-law estimate is

\[
\dot\varepsilon_d=C\,\frac{D_LGb}{kT}\left(\frac{\sigma}{G}\right)^5,
\]

with \(C=2\times10^8\), shear modulus \(G=7\) GPa and Burgers length \(b=0.35\) nm. It gives \(1.8\times10^{-11}\) s⁻¹, or 0.3% of the diffusional rate in the 10 µm grains. This estimate does not depend on grain size, whereas diffusional creep weakens as grains grow. At \(d=d^*\), with stress and temperature unchanged, this estimate makes dislocation creep about 8 times faster than diffusional creep, enough to hide the change of slope from \(-3\) to \(-2\). The stress would then have to lie well below 0.18 MPa, where the two mechanisms are equal at that size, for the crossover to appear. In the 10 µm grains they are equal at about 1.2 MPa. The rate ratios are proportional to \(C\), while the stresses of equal rate vary only as \(C^{-1/4}\). Here \(C\) is taken to apply to tensile stress and strain rate. If the quoted value were instead a shear constant, the tensile one would be smaller by \((\sqrt3)^6=27\), and diffusional creep would still lead at \(d^*\), with a ratio of about 0.3. This estimate counts only climb controlled by lattice diffusion. Grain-boundary sliding accommodated by dislocations, common in fine-grained solders, is left out. The rough empirical form \(10\,(D_BGb/kT)(b/d)^2(\sigma/G)^2\) puts it at about 30% of the diffusional rate in the 10 µm grains, and equal to that rate near 1 MPa.

The bump is assumed to carry no electric current; in service, the force of a current on diffusing atoms can rival or exceed that of the stress. Surface tension and the initial transients, by contrast, are small effects in this example. A cylindrical bump of radius \(R_b\), length \(L\) and fixed volume \(V\) has side area \(2\sqrt{\pi VL}\), whose derivative with respect to \(L\) is \(\pi R_b\). A surface energy \(\gamma\) thus resists stretching with a stress \(\gamma\pi R_b/(\pi R_b^2)=\gamma/R_b\). For \(\gamma=0.5\) J/m² and \(R_b=50\) µm this is 0.01 MPa, or 3% of the load. With \(E_f=0.50\) eV, the vacancy field settles within about \(R^2x_v/D_L\simeq9\) s, which is an upper estimate, and the stress pattern relaxes with a time constant of order \(\sigma/(G\dot\varepsilon)\simeq2.3\) h, so it may need a few times that to settle. Both times are short beside 22 days.

In a real package the chosen load is low: thermal-expansion mismatch can put several MPa or more on a solder joint. Because the ratio of dislocation to diffusional creep grows as \(\sigma^4\), raising the stress tenfold to 3 MPa, at the same temperature and grain size, multiplies 0.0034 by \(10^4\). With the value of \(C\) used above, dislocation creep would then be about 34 times faster (more, if diffusion along dislocation cores is counted), and the diffusional formula would badly underestimate the total rate. Real bumps may also contain only a few grains, in which case the average over a polycrystal loses its meaning; the crossover size found at 400 K is itself larger than the 100 µm bump diameter. Refining the grains from 10 µm to 1 µm raises the Coble rate a thousandfold at fixed stress and temperature, provided the boundaries remain perfect sources and the grains do not grow. Both conditions are doubtful at 1 µm: the stress scale \(Gb/d=2.45\) MPa for operating boundary dislocation sources exceeds the load, and grains so fine tend to coarsen at 400 K. Within this model, coarser grains therefore reduce creep under low, steady load, but they bring little benefit once dislocation creep controls the rate. The numerical output lists the rates for grains from 1 µm to 1 mm.

## Computed values

```
Temperature: 400 K; kT: 0.03447 eV
Stress: 0.30 MPa
Grain diameter: 10.0 um
Atomic volume: 0.030 nm^3
Boundary width: 0.50 nm
Diffusion prefactors L, B: 1.00, 1.00 cm^2/s
Activation energies L, B: 1.10, 0.70 eV
Lattice diffusivity: 1.3823e-14 cm^2/s
Boundary diffusivity: 1.5149e-09 cm^2/s
Diffusivity ratio B/L: 1.0959e+05
Omega stress/kT: 1.62967e-03
Normal stress pole, equator: 0.600, -0.150 MPa
Nabarro-Herring rate: 3.0036e-10 1/s
Coble rate: 4.9376e-09 1/s
Total diffusional rate: 5.2380e-09 1/s
Time to 1% strain: 22.10 days
Crossover diameter at 300 K: 7866.75 um
Crossover diameter at 350 K: 862.66 um
Crossover diameter at 400 K: 164.39 um
Rates at 1 um, NH and Coble: 3.004e-08, 4.938e-06 1/s
Rates at 10 um, NH and Coble: 3.004e-10, 4.938e-09 1/s
Rates at 100 um, NH and Coble: 3.004e-12, 4.938e-12 1/s
Rates at 1000 um, NH and Coble: 3.004e-14, 4.938e-15 1/s
Largest network error: 0.070 %
Sphere mesh shift, 24 to 48: 0.011 %
Network slope, small grains: -2.9986
Network slope, large grains: -2.0007
Lattice share at crossover: 0.5002
Finite-stress rate shift: 0.093 %
Unrelaxed/relaxed rate: 0.400
Cube coefficients L, B: 8.000, 12.582
Cube B bounds: 12.000, 13.019
Cube B mesh shift, 12 to 24: 1.338 %
Cube/sphere rates at equal volume L, B: 0.924, 0.601
Cube crossover factor, equal-volume diameter: 1.951
Dislocation model: factor 2.0e+08, power 5
Shear modulus: 7.0 GPa; Burgers length: 0.35 nm
Dislocation rate: 1.773e-11 1/s
Dislocation/diffusional rate at 10 um: 0.0034
Dislocation/diffusional rate at crossover: 7.98
Equal-rate stress at 10 um: 1.244 MPa
Equal-rate stress at crossover: 0.179 MPa
Surface energy: 0.50 J/m^2; bump radius: 50 um
Capillary stress: 0.0100 MPa, 3.33 % of load
Vacancy formation energy: 0.50 eV; fraction: 5.015e-07
Vacancy relaxation time: 9.07 s
Elastic redistribution time: 2.27 h
```
